# Spreading resistance of an isothermal disk on a half-space, part 2

A disk of radius \(a\) on the surface of a half-space \(z>0\) of uniform conductivity \(k\) is held at the rise \(T_0\). Units are SI; \(\theta\) is the temperature rise above the distant solid, \(r\) the distance from the \(z\) axis and \(\rho\) that from the disk centre. The conditions are

\[
\nabla^2\theta=0\quad(z>0),\qquad
\theta=T_0\quad(z=0,\ r<a),
\]
\[
\frac{\partial\theta}{\partial z}=0\quad(z=0,\ r>a),\qquad
\theta\to0\quad\text{at infinity}. \tag{3}
\]

The energy \(\int|\nabla\theta|^2dV\) must also be finite. Part 4 showed that the solution is then unique. For a difference \(w\) of two solutions, zero on the disk, the surface term of \(w\nabla w\) on a half-tube of radius \(\delta\) around the rim is at most

\[
2a\delta\;\bigl(\pi\delta\sqrt{G}\bigr)\sqrt{G}=2\pi a\,\delta^2G(\delta). \tag{6}
\]

Here \(G\) is \(|\nabla w|^2\) integrated over the angle around the tube and the azimuth \(\varphi\). The first \(\sqrt G\) comes from \(w\), the second from its gradient. Finite energy makes (6) tend to zero along a sequence \(\delta\to0\).

Coordinates \(s\ge0\), \(0\le t\le1\) are defined by

\[
r=a\sqrt{(1+s^2)(1-t^2)},\qquad z=a\,s\,t. \tag{7}
\]

The isotherms are half-spheroids of constant \(s\), with depth \(as\) and surface radius \(a\sqrt{1+s^2}\); \(s=0\) is the disk, \(t=0\) the outer surface. With \(B=2T_0/\pi\),

\[
\theta=T_0\left(1-\frac{2}{\pi}\arctan s\right), \tag{11}
\]
\[
\int|\nabla\theta|^2dV=\int_0^{2\pi}\!\!d\varphi\int_0^1\!\!dt\int_0^\infty\! a(1+s^2)\frac{B^2}{(1+s^2)^2}\,ds
=2\pi aB^2\,\frac{\pi}{2}=4aT_0^2 . \tag{12}
\]

The flux \(q=-k\,\partial\theta/\partial z\) at \(z=0^+\), positive into the solid, the total heat flow \(Q\) and the resistance \(R\) obey

\[
q(r)=-\frac{k}{h_s}\frac{d\theta}{ds}=\frac{2kT_0}{\pi\sqrt{a^2-r^2}}, \tag{14}
\]
\[
\boxed{R=\frac{T_0}{Q}=\frac{1}{4ka}} \tag{15}
\]

where \(h_s\) is the length per unit \(s\). A hemispherical source of radius \(b\), and the rise at distance \(\rho\) from a small surface source, obey

\[
R_{\rm hemisphere}=\frac{T_0}{Q}=\frac{1}{2\pi k b}, \tag{2}
\]
\[
\theta(\rho)=\frac{Q}{2\pi k\rho}. \tag{1}
\]

The example has \(k=100\ \mathrm{W/(m\,K)}\), \(a=50\ \mathrm{\mu m}\), \(Q=0.4\ \mathrm W\), hence \(R=50\ \mathrm{K/W}\), \(T_0=20\ \mathrm K\).

### 10. Why the rim condition was needed

On the outer surface \(s=\sqrt{r^2/a^2-1}\), so \(\arctan s=\arccos(a/r)\), and the temperature there is

\[
\theta(r,0)=\frac{2T_0}{\pi}\arcsin\frac ar\qquad(r>a).
\]

Now let \(v=\partial\theta/\partial a\), taken at a fixed point and fixed \(T_0\). Fields for neighbouring disk radii are both harmonic, so \(v\) is harmonic. Inside the disk both have the value \(T_0\), so \(v=0\); outside, both are adiabatic, so \(v\) is too; and \(v\) vanishes at infinity. Yet

\[
v(r,0)=\frac{2T_0}{\pi}\,\frac{1}{\sqrt{r^2-a^2}}\qquad(r>a)
\]

is not zero. Any multiple of \(v\) could be added to \(\theta\) without disturbing the conditions (3), and it would change the heat flow that reaches the distant solid, because far away \(v\approx2T_0/(\pi\rho)\). By the uniqueness argument of part 4, a function with these properties and finite energy would have to vanish, so the energy of \(v\) is infinite. The finite-energy condition removes it. Physically, \(v\) would require heat to be released at the rim line itself. The heat leaving a thin tube around the rim grows without limit as the tube shrinks; the neighbouring disk absorbs nearly all of it, and only a finite remainder reaches the distant solid.

### 11. Where the temperature falls

The temperature drop between the disk and the isotherm \(s\) is \(\frac{2T_0}{\pi}\arctan s\). All of \(Q\) crosses this isotherm, so division by \(Q=4kaT_0\) gives the resistance inside it:

\[
R(s)=\frac{\arctan s}{2\pi ka}. \tag{17}
\]

For the example the values are as follows.

| depth \(as\) (µm) | \(R(s)\) (K/W) | share of \(R\) (%) |
|---|---|---|
| 50 | 25.0 | 50.0 |
| 100 | 35.2 | 70.5 |
| 250 | 43.7 | 87.4 |
| 500 | 46.8 | 93.7 |
| 1000 | 48.4 | 96.8 |

Half of the resistance lies inside the isotherm that reaches a depth of one disk radius, but the remainder is shed slowly. The resistance outside the isotherm is

\[
R-R(s)=\frac{1}{2\pi ka}\left(\frac\pi2-\arctan s\right)=\frac{\arctan(1/s)}{2\pi ka}\approx\frac{1}{2\pi k(as)}\qquad(s\gg1).
\]

The last form is the resistance (2) of a hemispherical source of radius \(as\). Far from the disk the shape of the source no longer matters.

### 12. A solid of finite thickness

A chip is not a half-space. Suppose that it is a wide layer of thickness \(h\), and that its whole back face is held at the reference temperature. Its resistance \(R_h\) can be enclosed between two results already found.

Consider functions \(f\) equal to 1 on the disk and 0 on the cold boundary, with finite energy. Let \(f_0=\theta/T_0\) be the true temperature and write \(f=f_0+g\), where \(g\) vanishes on both the disk and the cold boundary. Then

\[
\int|\nabla f|^2dV=\int|\nabla f_0|^2dV+2\int\nabla f_0\cdot\nabla g\,dV+\int|\nabla g|^2dV .
\]

Because \(\nabla^2f_0=0\), the middle integral is a surface integral of \(g\) times the normal derivative of \(f_0\). It vanishes: \(g=0\) on the disk and on the cold boundary, the derivative is zero on the adiabatic surface, and the rim contributes nothing by the estimate of part 4, applied to \(g\) and \(f_0\). So the true temperature gives the smallest energy. By the same integration, \(k\int|\nabla f_0|^2dV\) is the heat flow per unit temperature difference, \(1/R\). For the half-space, (12) confirms this: \(k\times4aT_0^2/T_0^2=4ka\).

The half-spheroid of depth \(as=h\) fits inside the layer. Its true temperature, continued by zero up to the back face, is an admissible \(f\) for the layer, so \(1/R_h\le1/R(s)\). The true temperature of the layer, continued by zero below the back face, is in turn admissible for the half-space, so \(1/R\le1/R_h\). Together,

\[
\frac{1}{2\pi ka}\arctan\frac ha\;\le\;R_h\;\le\;\frac{1}{4ka}. \tag{18}
\]

With \(h=500\ \mathrm{\mu m}\), ten disk radii, the example gives a resistance between 46.8 and 50.0 K/W. The half-space formula is then too high by at most about 7 % of the true value. The bounds hold for a layer wide enough that its side faces play no part and for an ideally cooled back face. If the back face has a cooling resistance of its own, or if the chip is narrow, the total can exceed \(1/(4ka)\).

### 13. Uniform flux instead of uniform temperature

A thin layer that generates heat evenly, on top of a solid and insulated above, imposes a uniform flux if heat does not flow sideways within it. The disk temperature is then not uniform, and a resistance must say which temperature it uses.

Take a point of the disk at radius \(r\), and let \(u\) and \(\alpha\) be polar coordinates around this point. An element of area \(u\,du\,d\alpha\) delivers the heat \(q\,u\,du\,d\alpha\) and causes the rise \(q\,u\,du\,d\alpha/(2\pi ku)\). The factor \(u\) cancels. Integrating \(u\) up to the distance \(\ell(\alpha)\) from the point to the rim leaves

\[
\theta(r)=\frac{q}{2\pi k}\int_0^{2\pi}\ell(\alpha)\,d\alpha,\qquad
\ell=-r\cos\alpha+\sqrt{a^2-r^2\sin^2\alpha}.
\]

The expression for \(\ell\) is the positive root of \(r^2+2r\ell\cos\alpha+\ell^2=a^2\). The cosine integrates to zero, and the square root contributes four equal quarters:

\[
\theta(r)=\frac{2qa}{\pi k}\,E\!\left(\frac{r^2}{a^2}\right),\qquad
E(m)=\int_0^{\pi/2}\sqrt{1-m\sin^2\alpha}\;d\alpha . \tag{19}
\]

\(E(m)\) decreases from \(E(0)=\pi/2\) to \(E(1)=1\). The centre is therefore hottest, with the rise \(qa/k\), and the edge is coolest, with \(2qa/(\pi k)\). Since \(Q=\pi a^2q\), the peak resistance is

\[
R_{\rm peak}=\frac{qa/k}{\pi a^2q}=\frac{1}{\pi ka}.
\]

For the mean temperature, consider \(W=\int q\theta\,dA\), which is a sum over pairs of surface elements. Build the disk from rings and let its current radius be \(b\). A new ring of area \(2\pi b\,db\) lies at the edge of the existing disk, where the rise is \(2qb/(\pi k)\). Each new pair counts twice in \(W\), once with either element as source, so

\[
dW=2\,q\,\frac{2qb}{\pi k}\,2\pi b\,db=\frac{8q^2}{k}\,b^2db,\qquad
W=\frac{8q^2a^3}{3k}.
\]

The mean rise is \(W/(q\pi a^2)=8qa/(3\pi k)\), and division by \(Q=\pi a^2q\) gives

\[
R_{\rm mean}=\frac{8}{3\pi^2ka}. \tag{20}
\]

Relative to the isothermal value, the mean resistance is larger by the factor \(32/(3\pi^2)=1.081\) and the peak resistance by \(4/\pi=1.273\). In the example the mean rise is 21.6 K, the peak 25.5 K and the edge rise 16.2 K, against the uniform 20 K of the isothermal disk.

### 14. In what sense the isothermal value is the smallest

For any flux profile on the disk define the flux-weighted resistance

\[
R[q]=\frac{1}{Q^2}\int q\,\theta\,dA . \tag{21}
\]

It uses the temperature averaged with the flux as weight. For the isothermal disk it equals \(T_0/Q\), and for uniform flux it equals \(R_{\rm mean}\).

Let \(q_0\) be the isothermal flux, with temperature \(T_0\) on the disk, and let \(q=q_0+\delta q\) be a bounded flux with the same \(Q\), so that \(\int\delta q\,dA=0\). The corresponding temperature is \(T_0+\delta\theta\) on the disk. Then

\[
\int q\theta\,dA=QT_0+\int\delta q\,T_0\,dA+\int q_0\,\delta\theta\,dA+\int\delta q\,\delta\theta\,dA .
\]

The second term is \(T_0\int\delta q\,dA=0\). The third equals the second, because the rise at one point due to a source at another depends on their distance alone, and source and observer may be exchanged. In the last term use \(\delta q=-k\,\partial\delta\theta/\partial z\). The outward normal of the solid points along \(-z\), so Gauss's theorem gives

\[
\int\delta q\,\delta\theta\,dA=k\int|\nabla\delta\theta|^2dV\ge0 .
\]

The rim adds nothing here: \(\delta\theta\) is bounded, its gradient grows no faster than \(\delta^{-1/2}\) with the distance \(\delta\) from the rim, apart from an integrable logarithm, and the area of a surrounding tube shrinks as \(\delta\). Hence

\[
R[q]\ge\frac{1}{4ka}. \tag{22}
\]

Numerically, in units of \(1/(ka)\), a flux proportional to \(r^2\) gives 0.257, the uniform flux 0.270 and a flux proportional to \(a^2-r^2\) gives 0.329, all above 0.25. Solving for the unknown fluxes of 300 rings held at one temperature, with the rings made narrower toward the rim but the flux law (14) not imposed, gives 0.250001, as the numerical output shows.

The statement concerns the flux-weighted temperature and not the plain area average. If all the heat entered through a narrow ring at the rim, exchange of source and observer and the edge value of (19) would give the area-mean rise

\[
\frac{Q}{\pi a^2}\,\frac{2a}{\pi k}=\frac{2Q}{\pi^2ka},
\]

which is 16.2 K in the example and lies below 20 K. The ring itself would be hotter than 20 K, and its temperature would rise without limit, though only logarithmically, as the ring is made narrower.

### 15. Two extensions and a limit

If \(k\) depends on temperature, define \(U=\int k\,dT\), taken from the distant temperature \(T_\infty\) up to the local temperature \(T\). Then \(\nabla U=k\nabla T\), and the steady heat balance becomes \(\nabla^2U=0\). An isothermal disk has a uniform \(U\), an adiabatic surface has \(\partial U/\partial z=0\), and the earlier solution applies to \(U\) with unit conductivity:

\[
Q=4a\int_{T_\infty}^{T_\infty+T_0}k(T)\,dT .
\]

The conductivity in (15) is thus replaced by its average over the temperature range between the distant solid and the disk.

If the conductivity is \(k_r\) along the surface and \(k_z\) normal to it, set \(z=\zeta\sqrt{k_z/k_r}\). The heat equation becomes the ordinary Laplace equation in \((r,\zeta)\), and the disk keeps its radius. The flux is \(-k_z\,\partial\theta/\partial z=-\sqrt{k_rk_z}\,\partial\theta/\partial\zeta\), so

\[
R=\frac{1}{4a\sqrt{k_rk_z}} .
\]

A contact resistance between an isothermal heater and the solid cannot simply be ignored at the rim. Let \(\chi\) be the temperature step divided by the flux density, in \(\mathrm{K\,m^2/W}\). The contact then produces a temperature step \(\chi q\), and with the flux (14) this step would be unbounded at the rim. The surface of the solid is then no longer isothermal, the flux is evened out near the edge, and the total resistance exceeds (15). The formula approximates the total only when \(\chi\) is small enough: the mean step \(\chi Q/(\pi a^2)\) must be small against \(T_0\), which with \(T_0=Q/(4ka)\) means \(\chi\ll\pi a/(4k)\). Averaging the heater temperature over the disk splits the total resistance into the mean step \(\chi/(\pi a^2)\) and the solid's own share, its area-mean surface rise divided by \(Q\). That share also grows with \(\chi\). For small \(\chi\) its growth is comparable to the mean step. The total excess over (15) exceeds the mean step by a factor that increases logarithmically as \(\chi\to0\), because \(\int q^2dA\) for the flux (14) diverges logarithmically at the rim and is cut off only within a strip of width of order \(k\chi\). For large \(\chi\) the flux becomes uniform, the contact step dominates the total, and the solid's share approaches (20), about 8 % above (15).

## Values computed for the example and the checks

```
TESTS IN SCALED UNITS (k = a = T0 = 1)
largest superposition error in rise: 2.7e-13
heat through hemisphere of radius 2: 4.000000
number of ring elements: 300
ring-element resistance: 0.250001
uniform flux, mean-temperature resistance: 0.270190
flux ~ 1-r^2, flux-weighted resistance: 0.3294
flux ~ r^2, flux-weighted resistance: 0.2573
WORKED EXAMPLE
conductivity k: 100 W/(m K)
disk radius a: 50 um
heat flow Q: 0.4 W
spreading resistance R: 50.00 K/W
disk temperature rise T0: 20.00 K
mean flux density: 50.93 W/mm^2
centre flux density: 25.46 W/mm^2
radius beyond which half the heat enters: 43.3 um
isotherm s=1: axis depth 50 um, R inside 25.00 K/W, share 50.0 %, rise 10.00 K
isotherm s=2: axis depth 100 um, R inside 35.24 K/W, share 70.5 %, rise 5.90 K
isotherm s=5: axis depth 250 um, R inside 43.72 K/W, share 87.4 %, rise 2.51 K
isotherm s=10: axis depth 500 um, R inside 46.83 K/W, share 93.7 %, rise 1.27 K
isotherm s=20: axis depth 1000 um, R inside 48.41 K/W, share 96.8 %, rise 0.64 K
uniform flux, mean-temperature resistance: 54.04 K/W
uniform flux, peak-temperature resistance: 63.66 K/W
uniform flux, mean rise: 21.62 K
uniform flux, peak rise: 25.46 K
uniform flux, edge rise: 16.21 K
uniform mean over isothermal resistance: 1.0808
uniform peak over isothermal resistance: 1.2732
```
